# The Bigeleisen-Mayer kinetic isotope effect from the Teller-Redlich product rule

## The result

Let L and H denote a light and a heavy isotopologue undergoing the same reaction. In harmonic transition-state theory their rate constants satisfy

$$
\frac{k_L}{k_H}=\frac{\nu_L^\ddagger}{\nu_H^\ddagger}\;
\frac{\prod_{i}^{\rm reactants} b_i}{\prod_{i}^{\ddagger,\rm real} b_i},
\qquad
b_i=\frac{u_{iH}\,\sinh(u_{iL}/2)}{u_{iL}\,\sinh(u_{iH}/2)},
\qquad
u=\frac{hc\tilde\nu}{k_BT}. \tag{1}
$$

Here $\tilde\nu$ is a harmonic wavenumber and $\nu^\ddagger$ is the magnitude of the imaginary frequency at the saddle point. The upper product contains every reactant vibration, the lower one the real saddle vibrations. Total masses and moments of inertia have disappeared: vibrational frequencies alone are needed.

## Assumptions and the starting ratio

Both isotopologues move on one Born-Oppenheimer surface, so their stationary geometries, force constants and classical barrier $V^\ddagger$ are the same. Translation is that of an ideal gas, rotation is rigid and classical, and vibration is harmonic. The rate constant is

$$
k=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q_R}\,e^{-V^\ddagger/k_BT}. \tag{2}
$$

$Q_R$ is the product of the reactant partition functions per volume, and $Q^\ddagger$ is that of the saddle without the reaction coordinate. Vibrational energies are measured from the classical potential energy of each structure, so zero-point energy belongs to the $Q$'s and not to $V^\ddagger$. The exponential therefore cancels in the isotopic ratio:

$$
\frac{k_L}{k_H}=\frac{Q_L^\ddagger}{Q_H^\ddagger}\,\frac{Q_{R,H}}{Q_{R,L}}. \tag{3}
$$

A transmission coefficient $\kappa$, for tunnelling or recrossing, would add a factor $\kappa_L/\kappa_H$, here set to one. The rate refers to one labelled isotopic site and one reaction channel, so no symmetry numbers appear. Equivalent sites and channels are counted afterwards by adding their rates.

## How a partition function depends on mass

For one vibration, the geometric series gives

$$
\sum_{n=0}^\infty e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)} .
$$

For a nonlinear molecule of total mass $M$ and principal moments $I_a$,

$$
Q=\left(\frac{2\pi Mk_BT}{h^2}\right)^{3/2}
\sqrt\pi\prod_{a=1}^3\left(\frac{2I_ak_BT}{\hbar^2}\right)^{1/2}
\prod_i\frac1{2\sinh(u_i/2)} .
$$

Constants and powers of $T$ cancel between isotopologues, leaving

$$
\frac{Q_H}{Q_L}=\left(\frac{M_H}{M_L}\right)^{3/2}
\left(\frac{\prod_a I_{aH}}{\prod_a I_{aL}}\right)^{1/2}
\prod_i\frac{\sinh(u_{iL}/2)}{\sinh(u_{iH}/2)} . \tag{4}
$$

A linear molecule has rotational factor $2Ik_BT/\hbar^2$, so (4) holds with its two equal moments. For an atom only the translational factor remains.

## The product rule

**Null vectors.** Let $K$ be the $3N\times3N$ Cartesian Hessian at a stationary point. A uniform translation leaves the gradient unchanged, so $K$ annihilates it. Under a rotation of the molecule the gradient vectors $\mathbf g_i$ rotate with it. Differentiating this statement with respect to the angle about an axis $\mathbf e$ gives, for the displacement $t_i=\mathbf e\times\mathbf r_i$,

$$
(Kt)_i=\mathbf e\times\mathbf g_i .
$$

This vanishes when the gradient is zero, which is why the structure must be a stationary point.

Collect the three translations and three infinitesimal rotations of a nonlinear molecule as the columns of $T$, so that $KT=0$. Complete them to a basis $C=[T,S]$ with columns $S$ chosen from the geometry alone. Neither $T$ nor $S$ depends on the masses.

**The determinant.** Let $m$ be the diagonal mass matrix, each atomic mass occurring three times. The eigenvalues of $D=m^{-1/2}Km^{-1/2}$ are the squared angular frequencies. Since $Dm^{1/2}T=m^{-1/2}KT=0$, its null space is spanned by $m^{1/2}T$; we assume there are no further zero modes. With $G=T^{\mathsf T}mT$, the projector on this space is

$$
\Pi=m^{1/2}TG^{-1}T^{\mathsf T}m^{1/2}.
$$

In fixed units, $D+\Pi$ has eigenvalue 1 on the null space and the nonzero eigenvalues of $D$ elsewhere. Its determinant is thus $\det{}'D$, the product of those nonzero eigenvalues. Multiplying by $m^{1/2}$ on both sides,

$$
\det m\;\det{}'D=\det\!\left(K+mTG^{-1}T^{\mathsf T}m\right).
$$

Now multiply the matrix on the right by $C^{\mathsf T}$ from the left and $C$ from the right. Write $X=T^{\mathsf T}mS$ and $K_S=S^{\mathsf T}KS$. Because $KT=0$, the result is

$$
\begin{pmatrix} G & X\\ X^{\mathsf T} & K_S+X^{\mathsf T}G^{-1}X\end{pmatrix}.
$$

Subtracting $X^{\mathsf T}G^{-1}$ times the first block row from the second leaves the determinant unchanged and makes the matrix block triangular, with diagonal blocks $G$ and $K_S$. Hence

$$
\det{}'D=\frac{\det G\;\det K_S}{(\det C)^2\,\det m}. \tag{5}
$$

The factors $\det K_S$ and $\det C$ are the same for both isotopologues.

**Evaluating $\det G$.** Let $\mathbf R$ be the centre of mass and $\mathbf r_i'=\mathbf r_i-\mathbf R$. Then

$$
\mathbf e_a\times\mathbf r_i=\mathbf e_a\times\mathbf r_i'+\mathbf e_a\times\mathbf R .
$$

The last term is a uniform translation. Removing it subtracts translation columns from rotation columns, which does not change $\det G$. The translation block is now $M$ times the unit matrix. The cross terms vanish because $\sum_i m_i\mathbf r_i'=0$. The rotation block is the inertia tensor,

$$
\sum_i m_i(\mathbf e_a\times\mathbf r_i')\cdot(\mathbf e_b\times\mathbf r_i')
=\sum_i m_i\left(\delta_{ab}r_i'^2-r'_{ia}r'_{ib}\right).
$$

Thus $\det G=M^3I_1I_2I_3$, while $\det m=\prod_j m_j^3$ over atoms. Taking the ratio of (5) for H and L, and then the square root, gives the Teller-Redlich rule:

$$
\prod_i\frac{\nu_{iH}}{\nu_{iL}}=
\left(\frac{M_H}{M_L}\right)^{3/2}
\left(\frac{\prod_a I_{aH}}{\prod_a I_{aL}}\right)^{1/2}
\prod_j^{\rm atoms}\left(\frac{m_{jL}}{m_{jH}}\right)^{3/2}. \tag{6}
$$

At a first-order saddle, $\det{}'D$ has one negative factor for each isotopologue. The signs cancel in the ratio, so (6) holds with $\nu^\ddagger_H/\nu^\ddagger_L$ included on the left.

For a linear molecule, rotation about its own axis displaces no atom. $T$ has five columns and $\det G=M^3I^2$, which again gives (6) with two equal moments. For an atom the left side is an empty product, and the mass factors on the right cancel.

## Eliminating masses and moments

Solve (6) for the total-mass and inertia factors and insert them in (4). Since $\nu_H/\nu_L=u_H/u_L$, each reactant molecule obeys

$$
\frac{Q_H}{Q_L}=\prod_j\left(\frac{m_{jH}}{m_{jL}}\right)^{3/2}\prod_i b_i. \tag{7}
$$

At the saddle, the product rule contains all modes but $Q^\ddagger$ contains only the real ones. The imaginary mode therefore leaves its frequency ratio behind, without a $\sinh$ factor:

$$
\frac{Q_H^\ddagger}{Q_L^\ddagger}=
\prod_j\left(\frac{m_{jH}}{m_{jL}}\right)^{3/2}
\frac{\nu_H^\ddagger}{\nu_L^\ddagger}\prod_i^{\rm real}b_i. \tag{8}
$$

Insert (7), multiplied over the reactants, and the inverse of (8) into (3). The same atoms are present before and at the saddle, so the atomic mass factors cancel. The inverse of $\nu_H^\ddagger/\nu_L^\ddagger$ is the prefactor in (1), which completes the derivation.

**A bimolecular case.** For A + BC passing through a linear saddle, the atom has no vibration, the diatomic has one, and the saddle has $3\times3-5=4$, one of them imaginary. With a doubly degenerate bend,

$$
\frac{k_L}{k_H}=\frac{\nu_L^\ddagger}{\nu_H^\ddagger}\,
\frac{b_{BC}}{b_{\rm stretch}^\ddagger\,(b_{\rm bend}^\ddagger)^2}.
$$

If the isotope is in A, then $b_{BC}=1$ and the reactants contribute nothing.

## Direction of the effect

Heavier masses cannot raise a real harmonic frequency, when the modes are ordered by frequency. To see this, order the eigenvalues of $D$ downwards and write the $k$th as

$$
\lambda_k=\max_{\dim W=k}\;\min_{v\in W,\,v\ne0}\frac{v^{\mathsf T}Kv}{v^{\mathsf T}mv}.
$$

If $\lambda_k^H>0$, the numerator is positive throughout the optimal subspace $W$. Replacing the heavy masses by light ones raises, or leaves unchanged, every quotient there, so $\lambda_k^L\ge\lambda_k^H$. The same argument for $-K$ gives $\nu_L^\ddagger\ge\nu_H^\ddagger$.

Since $\sinh(x)/x$ increases for $x>0$, every $b_i\ge1$. Reactant vibrations and the imaginary-frequency ratio favour the light species, and real saddle vibrations favour the heavy one. Equation (1) therefore permits an inverse effect, $k_L<k_H$, when the saddle product is large enough.

## Three factors and two limits

Writing $2\sinh(u/2)=e^{u/2}(1-e^{-u})$ splits (1) into ${\rm MMI}\times{\rm EXC}\times{\rm ZPE}$:

$$
{\rm MMI}=\frac{\nu_L^\ddagger}{\nu_H^\ddagger}\,
\frac{\prod_R(\nu_H/\nu_L)}{\prod_\ddagger(\nu_H/\nu_L)},
\qquad
{\rm EXC}=\prod_R\frac{1-e^{-u_L}}{1-e^{-u_H}}
\prod_\ddagger\frac{1-e^{-u_H}}{1-e^{-u_L}},
$$

$$
{\rm ZPE}=\exp\left\{\tfrac12\left[\sum_R(u_L-u_H)-\sum_\ddagger(u_L-u_H)\right]\right\}.
$$

All products and sums marked $\ddagger$ run over real modes. By (6), MMI is the total-mass and inertia part of (3). EXC describes thermal vibrational excitation.

**High temperature.** For small $u$, $\ln[\sinh(u/2)/(u/2)]\approx u^2/24$, so

$$
\ln\frac{k_L}{k_H}\approx\ln\frac{\nu_L^\ddagger}{\nu_H^\ddagger}
+\frac1{24}\left[\sum_R(u_L^2-u_H^2)-\sum_\ddagger(u_L^2-u_H^2)\right].
$$

The isotope effect does not tend to one in general. The classical limit retains the different rates of motion across the barrier top.

**Low temperature.** When all real quanta are much larger than $k_BT$, EXC tends to one and (1) tends to MMI × ZPE. This is a limit of the formula; classical rotation and neglect of tunnelling need not remain valid there.

## Worked example: a migrating atom

Atom X, of mass 1 u or 2 u, migrates between heavy atoms P (12 u) and Q (16 u). Let $R$ be the PQ distance, $\rho$ the distance of X from the PQ midpoint, and $\theta$ the angle between that arm and the direction from Q to P. With $g=(\cos\theta/0.8)^2$, the model potential is

$$
V=\tfrac12K_R(R-R_0)^2+\tfrac12K(g)[\rho-\rho_e(g)]^2+V_b(g-1)^2 .
$$

The parameters are $R_0=1.20$ Å, $K_R=60$ and $K(g)=20+10g$ in eV/Å$^2$, $\rho_e(g)=1.10+0.40g$ in Å, and $V_b=1$ eV. At $\cos\theta=0.8$, $\rho=1.50$ Å and $R=R_0$, all three squares vanish: this is the reactant minimum. At $\cos\theta=0$, $\rho=1.10$ Å and $R=R_0$, the first two squares vanish and $g$ is stationary in $\theta$: this is the saddle, 1 eV higher.

The harmonic wavenumbers in cm$^{-1}$ are:

| Structure | X = 1 u | X = 2 u |
|---|---|---|
| minimum | 756.9, 1542.5, 3210.9 | 580.3, 1542.2, 2354.4 |
| saddle | 1275.6$i$, 1542.3, 2374.2 | 961.6$i$, 1542.3, 1708.0 |

**Product rule.** At the minimum the frequency ratio is

$$
\frac{580.3\times1542.2\times2354.4}{756.9\times1542.5\times3210.9}=0.562 .
$$

The total-mass, inertia and atomic factors give $1.0522\times1.5111\times0.3536=0.562$. At the saddle, with the imaginary mode included, both sides are 0.542.

**Isotope effect at 600 K.** The largest reactant factor comes from the highest mode, with $u_L=7.700$ and $u_H=5.646$:

$$
b=\frac{5.646\,\sinh(3.850)}{7.700\,\sinh(2.823)}=2.054 .
$$

The other two reactant factors are 1.056 and 1.000, and the product of all three is 2.1687. The real saddle modes give 1.6207. Therefore

$$
\frac{k_L}{k_H}=1.32655\times\frac{2.1687}{1.6207}=1.775 .
$$

Partition functions evaluated from masses, moments of inertia and explicit vibrational sums give the same value.

The alternative factorization is

$$
{\rm MMI}\times{\rm EXC}\times{\rm ZPE}=1.0366\times1.1028\times1.5529=1.775 .
$$

Zero-point energy is the largest of these factors. Its exponent, with modes paired by frequency order and the nearly unshifted 1542 cm$^{-1}$ modes omitted, is

$$
\tfrac12\left[(1.815-1.392)+(7.700-5.646)-(5.693-4.096)\right]=0.440 .
$$

The highest reactant mode loses 2.054 in $u$ on substitution, but the highest saddle mode loses 1.597, so most of that contribution is compensated. The lowest reactant mode has no real partner at the saddle, and its 0.423 is uncompensated. The two net contributions are of similar size.

**Other temperatures and another isotope.** The effect falls from 2.59 at 300 K to 1.48 at 1200 K, toward the classical value 1.327. At 10,000 K, used here purely to test the expansion, $\ln(k_L/k_H)$ exceeds its classical limit by 0.00196; the first correction predicts 0.00197. Changing P from 12 u to 13 u, with X kept at 1 u, gives 1.011 at 600 K.

## Where the result fails

**Tunnelling.** Take as input the transmission probability of a parabolic barrier, $[1+e^{-2\pi E/(h\nu^\ddagger)}]^{-1}$, with $E$ measured from its top. With $x=E/k_BT$, $u^\ddagger=h\nu^\ddagger/k_BT$ and the substitution $y=e^{-2\pi x/u^\ddagger}$, thermal averaging gives

$$
\kappa=\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u^\ddagger}}
=\frac{u^\ddagger}{2\pi}\int_0^\infty\frac{y^{u^\ddagger/2\pi-1}}{1+y}\,dy
=\frac{u^\ddagger/2}{\sin(u^\ddagger/2)},\qquad u^\ddagger<2\pi .
$$

At 600 K this yields 1.53 for the light species and 1.26 for the heavy one. Their ratio, 1.21, would raise the isotope effect from 1.775 to about 2.15. The omission is thus substantial even at this temperature. At 300 K the light species has $u^\ddagger\approx6.1$, close to the divergence at $2\pi$, and this estimate is no longer useful. The value 2.59 at 300 K is accordingly the result of (1), not a realistic rate ratio for the model.

**Rotation.** Replacing the classical rotational factors by sums over rigid asymmetric-top levels multiplies the 600 K isotope effect by 0.9999. Classical rotation is a minor approximation here.

**Geometry and frequencies.** Away from a stationary point, $(Kt)_i=\mathbf e\times\mathbf g_i$ no longer vanishes in general, and the product rule loses its basis. Stretching $\rho$ by 0.1 Å from the minimum already produces a component of 2.8 eV/Å in $KT$. The frequencies in (1) must also be harmonic ones from the same force constants for both isotopologues. Anharmonic frequencies need not satisfy (6), and inserting them in (1) can then misrepresent the mass and inertia factors.

The numerical output below gives the moments of inertia, the individual factors and the limiting cases.

## Computed values

```
Masses P, Q, X light (u): 12 16 1
Masses P, Q, X heavy (u): 12 16 2
PQ distance, both structures (angstrom): 1.20
rho at minimum, saddle (angstrom): 1.50 1.10
Cosine at minimum: 0.80; at saddle: 0.00
Force constants K_R, K_MIN, K_SAD (eV/angstrom^2): 60 30 20
Barrier from potential (eV): 1.000
Wavenumbers minimum light (cm^-1, negative=imaginary): 756.9 1542.5 3210.9
Moments minimum light (u angstrom^2): 0.6665 11.5859 12.2524
Wavenumbers minimum heavy (cm^-1, negative=imaginary): 580.3 1542.2 2354.4
Moments minimum heavy (u angstrom^2): 1.1180 13.3540 14.4720
Product rule minimum: frequency ratio H/L = 0.562143
  total-mass, inertia, atom factors: 1.052168 1.511147 0.353553
  product of these factors: 0.562143
Wavenumbers saddle light (cm^-1, negative=imaginary): -1275.6 1542.3 2374.2
Moments saddle light (u angstrom^2): 1.1673 9.8823 11.0497
Wavenumbers saddle heavy (cm^-1, negative=imaginary): -961.6 1542.3 1708.0
Moments saddle heavy (u angstrom^2): 2.2546 9.8921 12.1467
Product rule saddle: frequency ratio H/L = 0.542310
  total-mass, inertia, atom factors: 1.052168 1.457832 0.353553
  product of these factors: 0.542310
Rotation residual off stationary point (eV/angstrom): 2.769
Main temperature (K): 600
u minimum light: 1.8149 3.6988 7.6997
u minimum heavy: 1.3916 3.6982 5.6459
u saddle real light: 3.6984 5.6932
u saddle real heavy: 3.6983 4.0958
Imaginary-frequency ratio L/H: 1.32655
b factors minimum: 1.05574 1.00016 2.05391 product 2.16873
b factors saddle: 1.00003 1.62061 product 1.62065
KIE Bigeleisen-Mayer at main temperature: 1.77516
KIE direct partition functions: 1.77516
MMI, EXC, ZPE factors: 1.03657 1.10280 1.55289
Rate constant light, no tunnelling (s^-1): 3.2811e+05
Rate constant heavy, no tunnelling (s^-1): 1.8483e+05
KIE at 300 K: 2.5931
KIE at 1200 K: 1.4787
KIE direct at 100000 K: 1.32657
ln(KIE/imaginary ratio) at 10000 K, direct: 0.001962
Same, first quantum correction: 0.001970
KIE direct at 50 K: 2.0384e+02; MMI*ZPE: 2.0384e+02
KIE for P 12 u to 13 u at 600 K: 1.01069
Quantum-rotation multiplier of KIE at 600 K: 0.99994
Parabolic tunnelling factors light, heavy at 600 K: 1.5308 1.2615
Their ratio, omitted from KIE: 1.2135
```
